# Z scaling of n=2 decays and the 2s crossover

## A ratio that falls from 330 to about one

At leading order, the 2s state of a hydrogen-like ion with $Z=10$ emits two photons at the rate $8.229\times10^6\ \mathrm{s^{-1}}$ and one photon at $2.496\times10^4\ \mathrm{s^{-1}}$. The ratio is 330. At $Z=40$ the rates are $3.371\times10^{10}$ and $2.617\times10^{10}\ \mathrm{s^{-1}}$, and the ratio is only 1.29. The explanation is a difference of four powers of $Z$, which comes from an unusual suppression of the one-photon decay.

The model is an isolated ion with a spinless point nucleus of infinite mass, so hyperfine mixing is absent. Hartree atomic units are used, with $c=1/\alpha$. The expansion parameter is $\alpha Z$, and for two electrons $1/Z$ is also small. Quantum-electrodynamic level shifts are omitted. The decays treated go from $n=2$ to $n=1$; those within $n=2$ have other energies and other scaling.

## Lengths, energies and the golden rule

Putting $\mathbf r=\boldsymbol\rho/Z$ in $H=p^2/2-Z/r$ gives $H=Z^2(p_\rho^2/2-1/\rho)$. Thus $r\sim Z^{-1}$, $p\sim Z$, and the photon energy is
$$\omega=\frac{Z^2}{2}\left(1-\frac14\right)=\frac{3Z^2}{8}.$$
The wave number is $k=\alpha\omega$, so $kr\sim\alpha Z$: each further power of $kr$ in an amplitude costs $(\alpha Z)^2$ in a rate.

A photon in a box of volume $V$ has vector potential amplitude $\sqrt{2\pi c^2/(\omega V)}$. The Dirac coupling of an electron to it is $\boldsymbol\alpha\cdot\mathbf A$, where bold $\boldsymbol\alpha$ denotes the Dirac matrices. The density of photon states is $V\omega^2d\Omega/(2\pi c)^3$. Multiplying by $2\pi$ gives the rate
$$A=\frac{\alpha\omega}{2\pi}\int d\Omega\sum_{\boldsymbol\epsilon}|T|^2,\qquad T=\langle f|\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}|i\rangle, \tag{1}$$
with real polarizations $\boldsymbol\epsilon\perp\mathbf k$ and a sum over final spins.

For slow electrons the lower spinor is $\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$, where $\varphi$ is the upper one. Hence $\boldsymbol\alpha\cdot\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}$ acts on $\varphi$ as
$$\frac1{2c}\left[\boldsymbol\sigma\cdot\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\boldsymbol\epsilon\,e^{-i\mathbf k\cdot\mathbf r}\right].$$
Use $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ and $\mathbf p\,e^{-i\mathbf k\cdot\mathbf r}=e^{-i\mathbf k\cdot\mathbf r}(\mathbf p-\mathbf k)$. The spin terms containing $\mathbf p$ cancel, and $\mathbf k\cdot\boldsymbol\epsilon=0$, leaving
$$\alpha e^{-i\mathbf k\cdot\mathbf r}\left[\boldsymbol\epsilon\cdot\mathbf p-\frac i2\boldsymbol\sigma\cdot(\mathbf k\times\boldsymbol\epsilon)\right]. \tag{2}$$

## E1: the reference rate

For 2p→1s, keep $\boldsymbol\epsilon\cdot\mathbf p$ and replace the exponential by 1. Since $\mathbf p=i[H,\mathbf r]$, $|T|=\alpha\omega|\boldsymbol\epsilon\cdot\mathbf d|$ with $\mathbf d=\langle1s|\mathbf r|2p\rangle$. Summing polarizations gives $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$, whose angular integral is $8\pi|\mathbf d|^2/3$. Therefore
$$A_{E1}=\frac43\alpha^3\omega^3|\mathbf d|^2. \tag{3}$$

For the substate $2p_0$, the angular factor is $1/\sqrt3$. With $R_{1s}=2Z^{3/2}e^{-Zr}$ and $R_{2p}=Z^{5/2}re^{-Zr/2}/(2\sqrt6)$,
$$d=\frac{Z^4}{\sqrt{18}}\int_0^\infty r^4e^{-3Zr/2}dr=\frac{24}{\sqrt{18}\,Z}\left(\frac23\right)^5,\qquad d^2=\frac{2^{15}}{3^{10}Z^2}.$$
Isotropy gives the same rate for each substate:
$$A_{E1}=\frac43\alpha^3\frac{27Z^6}{512}\frac{2^{15}}{3^{10}Z^2}=\left(\frac23\right)^8\alpha^3Z^4.$$
Six powers come from $\omega^3$, and two are lost because the atom shrinks.

## 2E1: two photons from 2s

A 2s→1s transition has no one-photon electric-dipole amplitude, because parity does not change. Two dipole photons can pass through intermediate $p$ states. Their energies obey $\omega_1+\omega_2=\omega$.

In dipole approximation the $A^2$ coupling gives $\langle1s|2s\rangle=0$. The coupling $\mathbf p\cdot\mathbf A/c$ acts twice. By isotropy the amplitude is
$$M=\frac{2\pi}{V\sqrt{\omega_1\omega_2}}\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2\,D_V,$$
$$D_V=\sum_n(p_z)_{fn}(p_z)_{ni}\left[\frac1{E_i-E_n-\omega_1}+\frac1{E_i-E_n-\omega_2}\right].$$
The two terms are the two orders of emission. Let $D$ be the same sum with $p_z$ replaced by $z$, and set $x=E_n-E_i$. From $p_z=i[H,z]$, the product of momentum elements is $x(x+\omega)z_{fn}z_{ni}$. Since
$$x(x+\omega)=(x+\omega_1)(x+\omega_2)-\omega_1\omega_2,$$
the sum becomes
$$D_V=-\sum_n z_{fn}z_{ni}(2x+\omega)-\omega_1\omega_2D.$$
Here $2x+\omega=2E_n-E_i-E_f$, so the first sum is $\langle f|[z,[H,z]]|i\rangle=\langle f|i\rangle=0$. Thus $D_V=-\omega_1\omega_2D$.

Polarization sums give
$$\sum(\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2)^2=\sum_{\boldsymbol\epsilon_1}\left[1-(\boldsymbol\epsilon_1\cdot\hat{\mathbf k}_2)^2\right]=1+\cos^2\theta,$$
where $\theta$ is the angle between the photons. Integration over both directions gives $16\pi^2\times4/3$. The golden rule then yields
$$\frac{dA}{d\omega_1}=2\pi(2\pi)^2\omega_1\omega_2D^2\frac{\omega_1^2\omega_2^2}{(2\pi c)^6}\frac{64\pi^2}{3}=\frac{8\alpha^6}{3\pi}\omega_1^3\omega_2^3D^2.$$
Integrating $\omega_1$ from 0 to $\omega$ counts each pair twice, so
$$A_{2E1}=\frac{4\alpha^6}{3\pi}\int_0^\omega\omega_1^3\omega_2^3D^2d\omega_1=C\alpha^6Z^6. \tag{4}$$
The energies contribute $Z^{14}$. Since $D\sim r^2/E\sim Z^{-4}$, $D^2$ contributes $Z^{-8}$. Diagonalizing the $p$-wave Hamiltonian in a Laguerre basis gives $C=1.3182\times10^{-3}$.

The 2p level is degenerate with 2s in this model, so $D\sim1/\omega_1$ as $\omega_1\to0$. The integrand still vanishes there, as $\omega_1^3/\omega_1^2=\omega_1$.

## M2: spin flip with one power of kr

In a helium-like ion, take $2\,^3P_2$ with total projection $M=2$. At leading order in $1/Z$ it is the determinant $|1s{\uparrow}\,2p_{+1}{\uparrow}|$. Decay to $1s^2$ requires one electron to go from $2p_{+1}{\uparrow}$ to $1s{\downarrow}$.

The term without $k$ in the full Dirac coupling is a vector operator and cannot lower the projection by two. Relativistic corrections to that term therefore cannot compete here. In (2), the spin term with $e^{-i\mathbf k\cdot\mathbf r}\to1$ vanishes by orbital orthogonality. The next term, $-i\mathbf k\cdot\mathbf r$, gives
$$T=-\frac{\alpha k^2}{2}\langle\downarrow|\boldsymbol\sigma\cdot\mathbf n|\uparrow\rangle\langle1s|\hat{\mathbf k}\cdot\mathbf r|2p_{+1}\rangle,\qquad\mathbf n=\hat{\mathbf k}\times\boldsymbol\epsilon.$$

Let $\theta$ now be the angle of $\mathbf k$ from the $z$ axis. The spin element is $n_x+in_y$; its squared modulus summed over polarizations is $2-\sin^2\theta=1+\cos^2\theta$. The orbital element has squared modulus $d^2\sin^2\theta/2$. Thus
$$\int d\Omega\sum|T|^2=\frac{\alpha^2k^4d^2}{8}\,2\pi\int_{-1}^1(1-u^4)du=\frac{2\pi}{5}\alpha^2k^4d^2,$$
where $u=\cos\theta$. Equation (1) gives
$$A_{M2}=\frac{\alpha^7\omega^5d^2}{5}=\frac{\alpha^7}{5}\left(\frac38\right)^5\frac{2^{15}}{3^{10}}Z^8=\frac{\alpha^7Z^8}{1215}.$$
Relative to E1, the rate is suppressed by $(\alpha Z)^4$.

## M1: why two orders are lost

The spin term in (2) seems to allow 2s→1s by a magnetic dipole photon. With the exponential set to 1, however, its orbital factor is $\langle1s|2s\rangle=0$. The surviving amplitude mixes relativistic motion and retardation, so the Dirac equation is needed.

**Exact radial form.** Write an $s_{1/2}$ state as
$$\psi=\frac1{\sqrt{4\pi}\,r}\begin{pmatrix}P\chi\\ iQ\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix}.$$
Let $E$ exclude the rest energy and $U=-Z/r$. Using $\boldsymbol\sigma\cdot\mathbf p$ on each component gives
$$c\left(Q'+\frac Qr\right)=(E-U)P,\qquad -c\left(P'-\frac Pr\right)=(E-U+2c^2)Q. \tag{5}$$

In $T$, the angular average of $\hat{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}$ is $-i\hat{\mathbf k}j_1(kr)$, since it is $i$ times the gradient of $j_0(q)=\sin q/q$ with respect to $\mathbf q=\mathbf kr$. The two upper-lower products then contain $\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\boldsymbol\sigma\cdot\hat{\mathbf k}$ and $-\boldsymbol\sigma\cdot\hat{\mathbf k}\,\boldsymbol\sigma\cdot\boldsymbol\epsilon$. Both equal $i\boldsymbol\sigma\cdot(\boldsymbol\epsilon\times\hat{\mathbf k})$, so
$$T=i\chi_f^\dagger\boldsymbol\sigma\cdot(\boldsymbol\epsilon\times\hat{\mathbf k})\chi_i\,I,\qquad I=\int_0^\infty j_1(kr)(P_fQ_i+Q_fP_i)dr.$$
The final-spin sum of the squared spin element is 1. Two polarizations and $4\pi$ of solid angle give $A_{M1}=4\alpha\omega I^2$.

**The first term of the Bessel function.** Since $j_1(kr)=kr/3-(kr)^3/30+\cdots$, define
$$K=\int r(P_fQ_i+Q_fP_i)dr,\qquad L=\int r(P_fQ_i-Q_fP_i)dr.$$
Multiply the second equation in (5) for $i$ by $rP_f$, and that for $f$ by $rP_i$, then add:
$$2c^2K=-c\int r(P_fP_i)'dr+2c\int P_fP_idr-S,$$
$$S=\int r[(E_i-U)Q_iP_f+(E_f-U)Q_fP_i]dr.$$
Integration by parts turns the first two terms into $3c\int P_fP_idr$. In $S$, write $E_i=E_f+\omega$ in the first term and $E_f=E_i-\omega$ in the second. The first equation in (5) then gives
$$S=c\int[r(Q_fQ_i)'+2Q_fQ_i]dr+\omega L=c\int Q_fQ_idr+\omega L.$$
Dirac orthogonality says $\int P_fP_idr=-\int Q_fQ_idr$. Hence
$$2cK=-4\int Q_fQ_idr-\frac{\omega}{c}L. \tag{6}$$
This identity holds for the Dirac functions without an expansion in $\alpha Z$.

**Leading evaluation.** Put $R=P/r$. Equation (5) gives $Q\simeq-rR'/(2c)$. All matrix elements below are between 1s and 2s. First,
$$\int Q_fQ_idr=\frac1{4c^2}\int r^2R_f'R_i'dr=\frac{\langle p^2\rangle}{4c^2}.$$
Next let $W=\int r^3R_fR_i'dr$. Integration by parts and orthogonality give $\int r^3R_f'R_idr=-W$, so
$$L=-\frac1{2c}\int r^3(R_fR_i'-R_f'R_i)dr=-\frac Wc.$$
The commutator $[H,r^2]=-(3+2r\partial_r)$, taken between the two states, gives $-\omega\langle r^2\rangle=-2W$. Thus $W=\omega\langle r^2\rangle/2$, and (6) becomes
$$2c^3K=-\langle p^2\rangle+\frac{\omega^2\langle r^2\rangle}{2}.$$

The second Bessel term contributes
$$-\frac{k^3}{30}\int r^3\left[-\frac{r^2}{2c}(R_fR_i)'\right]dr=-\frac{k^3}{12c}\langle r^2\rangle=-\frac{k}{6c^3}\frac{\omega^2\langle r^2\rangle}{2}.$$
Adding this to $kK/3$ cancels the two $\langle r^2\rangle$ terms:
$$I=-\frac{k\langle p^2\rangle}{6c^3}=-\frac{\omega\langle p^2\rangle}{6c^4}.$$
At $Z=1$, $\langle p^2\rangle=0.41903$ and $\omega^2\langle r^2\rangle/2=-0.20951$. Dropping retardation would give $-0.62854$ in the bracket instead of $-0.41903$, and a rate too large by $(1.5)^2=2.25$.

To find $\langle p^2\rangle$, use $p^2=2(H+Z/r)$ and $\langle1s|H|2s\rangle=0$. With $R_{2s}=Z^{3/2}(1-Zr/2)e^{-Zr/2}/\sqrt2$,
$$\langle p^2\rangle=2Z\sqrt2Z^3\int_0^\infty r\left(1-\frac{Zr}{2}\right)e^{-3Zr/2}dr=2\sqrt2Z^2\left(\frac49-\frac8{27}\right)=\frac{8\sqrt2}{27}Z^2.$$
Therefore
$$A_{M1}=\frac{\alpha^9\omega^3\langle p^2\rangle^2}{9}=\frac{\alpha^9}{9}\frac{27}{512}\frac{128}{729}Z^{10}=\frac{\alpha^9Z^{10}}{972}. \tag{7}$$
An unsuppressed spin transition would scale as $\alpha\omega(\alpha k)^2\sim\alpha^5Z^6$. Orthogonality costs a further $(\alpha Z)^4$.

## What changes with two electrons

The independent-electron singlet is $(|1s{\uparrow}x{\downarrow}|-|1s{\downarrow}x{\uparrow}|)/\sqrt2$, where $x$ is the excited orbital. Reordering the second determinant changes its sign, so the two spin-independent amplitudes to $1s^2$ add to $2/\sqrt2=\sqrt2$ times the one-electron amplitude. The E1 rate of a pure singlet $2\,^1P_1$ is therefore twice the hydrogen-like rate. For two photons from $2\,^1S_0$, the first step, 2s to $np$, has factor 1 and the second has $\sqrt2$. Exciting the 1s electron instead would leave two electrons to change in the last step, which a one-electron operator cannot do. The 2E1 rate is also doubled.

For $2\,^3S_1$ with $M=1$, the decay needs the spin flip $2s{\uparrow}\to1s{\downarrow}$. Its strength $n_x^2+n_y^2$ averages to $2/3$ over directions and polarizations, whereas flip and non-flip together give 1. Hence $A_{M1}(2\,^3S_1)=(2/3)\alpha^9Z^{10}/972=\alpha^9Z^{10}/1458$.

The leading coefficients, in $\mathrm{s^{-1}}$, are:

- H-like E1: $6.268\times10^8Z^4$; 2E1: $8.229Z^6$; M1: $2.496\times10^{-6}Z^{10}$.
- He-like E1 from $2\,^1P_1$: $1.254\times10^9Z^4$; 2E1 from $2\,^1S_0$: $16.46Z^6$.
- He-like M2 from $2\,^3P_2$: $3.749\times10^{-2}Z^8$; M1 from $2\,^3S_1$: $1.664\times10^{-6}Z^{10}$.

The $2\,^1P_1$ value needs one more condition. Spin–orbit coupling, of order $\alpha^2Z^4$, mixes this level with $2\,^3P_1$, from which it is separated by an exchange energy of order $Z$. The level is a pure singlet only while $\alpha^2Z^3$ is small; this quantity is about 0.05 at $Z=10$ but about 3.4 at $Z=40$, where the factor 2 no longer applies. The other three He-like levels have no $n=2$ partner of the same $J$ and parity. Apart from this mixing, electron repulsion corrects the He-like values at relative order $1/Z$. If it is pictured as a screened charge $Z-s$, a rate $Z^p$ changes by about $-ps/Z$. The effective $s$ differs from one channel to another, so the power $p$ alone does not tell which rate is the most sensitive. A nonrelativistic two-electron calculation gives $s\simeq0.8$, $0.8$ and $0.6$ for E1, 2E1 and M2, so $ps$ is between 3 and 5 and the correction is large. These three rates are 0.71, 0.61 and 0.60 of the listed values at $Z=10$, and 0.92, 0.89 and 0.89 at $Z=40$. The He-like coefficients give the scaling and are not accurate rates.

## The crossover and its first correction

The crossover concerns the hydrogen-like 2s level. The helium-like $2\,^1S_0$ level has none: one photon cannot connect two states of zero total angular momentum. Equating (4) and (7) gives
$$Z_0=\left(\frac{972C}{\alpha^3}\right)^{1/4}=(1.2813)^{1/4}\alpha^{-3/4}=1.064\times40.05=42.6.$$
The location near 40 thus reflects $\alpha^{-3/4}$, with a numerical factor close to one. At $Z_0$ each leading rate is $4.93\times10^{10}\ \mathrm{s^{-1}}$, and the lifetime is $1/(2\times4.93\times10^{10}\ \mathrm{s^{-1}})\simeq10\ \mathrm{ps}$. At $Z=40$, the leading-order ratio M1/2E1 is 0.776, so M1 takes $0.776/1.776=43.7\%$ of the decays.

Let the first relativistic corrections multiply the rates by $1+a_M(\alpha Z)^2$ for M1 and $1+a_2(\alpha Z)^2$ for 2E1. Equality requires
$$\left(\frac Z{Z_0}\right)^4=\frac{1+a_2(\alpha Z)^2}{1+a_M(\alpha Z)^2}.$$
Expanding the right side and taking the fourth root to first order gives
$$Z_c\simeq Z_0\left[1+\frac{a_2-a_M}{4}(\alpha Z_0)^2\right]. \tag{8}$$

The Dirac M1 rates at $Z=1$ and 2 determine $a_M$. Their local power is $10.00025$, while the correction predicts
$$10+\log_2\frac{1+4a_M\alpha^2}{1+a_M\alpha^2}\simeq10+\frac{3a_M\alpha^2}{\ln2}=10+2.305\times10^{-4}a_M.$$
Hence $a_M\simeq1.1$. At $Z=40$, where $(\alpha Z)^2=0.0852$, this predicts an increase of about 9%; the full Dirac M1 rate is 9.85% above the leading one. The remaining difference is of the size of the next order, $(\alpha Z)^4\simeq0.007$.

With $a_2=0$, (8) gives $42.6(1-1.1\times0.0967/4)\simeq41.5$. Solving with the full Dirac M1 rate and leading 2E1 also gives 41.5. This is a partial correction, because $a_2$ has not been derived here. Trial values $a_2=-1$ and $+1$ move the crossing to 40.6 and 42.5. They measure sensitivity and do not bound the answer. A Dirac evaluation of the 2E1 sum, with retardation and negative-energy states, gives $a_2\simeq-0.66$ and moves the crossing to about 41.0. The crossover lies in the low forties, but the two rates are so nearly equal at $Z=41$ that the model does not fix the integer charge at which M1 first wins.

The fourth power makes the location robust: a 4% change in the rate ratio moves it by about 1%. The expansion itself is less comfortable, since $\alpha Z_0=0.31$. It fails as $\alpha Z$ approaches one, where the powers of $Z$ cease to describe the rates.

The numerical check obtains the one-photon rates from Dirac spinors and the full plane wave, and tests the two-photon prefactor against a resonant cascade.

## Computed values

```
alpha = 0.007297353; 1 a.u. of rate = 4.134137e+16 s^-1
2E1 constant C = 1.318223e-03 (dimensionless)
Rate coefficients, s^-1, multiplying the stated power of Z:
  H-like  2p    E1  Z^4: 6.2683e+08
  H-like  2s    2E1 Z^6: 8.2294e+00
  H-like  2s    M1  Z^10: 2.4958e-06
  He-like 2 1P1 E1  Z^4: 1.2537e+09
  He-like 2 1S0 2E1 Z^6: 1.6459e+01
  He-like 2 3P2 M2  Z^8: 3.7494e-02
  He-like 2 3S1 M1  Z^10: 1.6639e-06
Leading-order rates, s^-1, at Z=10 and Z=40:
  H-like  2p    E1 : 6.268e+12  1.605e+15
  H-like  2s    2E1: 8.229e+06  3.371e+10
  H-like  2s    M1 : 2.496e+04  2.617e+10
  He-like 2 1P1 E1 : 1.254e+13  3.209e+15
  He-like 2 1S0 2E1: 1.646e+07  6.741e+10
  He-like 2 3P2 M2 : 3.749e+06  2.457e+11
  He-like 2 3S1 M1 : 1.664e+04  1.745e+10
Power of Z from Dirac plane-wave rates at Z=1 and 2:
  E1: 3.99995
  M2: 8.00006
  M1: 10.00025
  M1 He-like: 10.00025
Power of Z from two-photon sums at Z=1 and 2: 6.000000
<1s|p^2|2s> at Z=1 = 0.41903 a.u.
<1s|r^2|2s> at Z=1 = -2.97974 a.u.
omega^2 <r^2>/2 at Z=1 = -0.20951 a.u.
2 c^3 K from Dirac functions at Z=1 = -0.62855 a.u.
M1/2E1 for 2s at Z=40, leading order = 0.7764
M1 share of 2s decay at Z=40 = 43.7 %
Dirac M1 rate at Z=40 = 2.8747e+10 s^-1
Dirac/leading M1 at Z=40 = 1.0985
(alpha Z)^2 at Z=40 = 0.0852
Crossover, leading order: Z = 42.61
Each 2s rate there = 4.927e+10 s^-1
2s lifetime there = 10.15 ps
Crossover, Dirac M1 and leading 2E1: Z = 41.54
Same, 2E1 times 1-(alpha Z)^2: Z = 40.64
Same, 2E1 times 1+(alpha Z)^2: Z = 42.46
```
